# Phonon weights and the zero-phonon fraction of a displaced-oscillator defect: verification in Python

```python
"""
Result under test: for two harmonic defect states of equal frequency whose
minima are displaced, a transition from the lowest lattice level creates n
phonons with weight exp(-S) S**n / n!, so the zero-phonon fraction is exp(-S).

S      Huang-Rhys factor = M omega d**2 / (2 hbar)
M      oscillator mass: six Mg neighbours moving radially together
d      radial shift of each neighbour between the two electronic states
omega  angular frequency of the breathing mode
E_zpl  energy of the zero-phonon line
Weights are obtained independently by diagonalizing both oscillators on a grid.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

# Rough model inputs in the regime of the charged oxygen vacancy in MgO
neighbours = 6
mg_mass_u = 24.3
shift = 0.012
phonon = 0.060
E_zpl = 4.0
temperature = 300.0

mass = neighbours * mg_mass_u * const.atomic_mass
omega = phonon * const.e / const.hbar
S = mass * omega * (shift * 1e-9) ** 2 / (2 * const.hbar)
hbar2_over_mass = const.hbar ** 2 / mass / const.e * 1e18
stiffness = phonon ** 2 / hbar2_over_mass
length = np.sqrt(hbar2_over_mass / phonon)


def poisson(n, mean):
    n = np.asarray(n, dtype=float)
    return np.exp(-mean + n * np.log(mean) - gammaln(n + 1))


# Sinc grid: kinetic energy and first derivative
x = np.arange(-13.0, 20.0, 0.12) * length
step = x[1] - x[0]
index = np.arange(len(x))
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi ** 2 / 3, 2 * sign / safe ** 2)
kinetic = kinetic * hbar2_over_mass / (2 * step ** 2)
derivative = np.where(diff == 0, 0.0, sign / (safe * step))


def solve(potential):
    return np.linalg.eigh(kinetic + np.diag(potential))


E_g, U_g = solve(0.5 * stiffness * x ** 2)
E_e, U_e = solve(E_zpl + 0.5 * stiffness * (x - shift) ** 2)
overlap2 = (U_e.T @ U_g) ** 2      # rows: excited levels, columns: ground
levels = np.arange(46)
absorption = overlap2[:46, 0]
emission = overlap2[0, :46]

# Level positions and Poisson weights in both directions
assert abs(E_e[0] - E_g[0] - E_zpl) < 1e-9
assert np.allclose(E_e[:46] - E_e[0], levels * phonon, atol=1e-8)
assert np.allclose(absorption, poisson(levels, S), rtol=1e-6, atol=1e-11)
assert np.allclose(emission, poisson(levels, S), rtol=1e-6, atol=1e-11)
assert abs(absorption[0] / np.exp(-S) - 1) < 1e-6

# The ground level is an eigenvector of the shifted lowering operator
ground = U_g[:, 0]
lowered = ((x - shift) / length * ground
           + length * (derivative @ ground)) / np.sqrt(2)
assert np.max(np.abs(lowered + np.sqrt(S) * ground)) < 1e-8

# Mean, variance and band energies from the grid weights
mean_n = np.sum(levels * absorption)
var_n = np.sum((levels - mean_n) ** 2 * absorption)
assert abs(mean_n - S) < 1e-5 and abs(var_n - S) < 1e-4
mean_abs = np.sum(E_e * overlap2[:, 0]) - E_g[0]
mean_em = E_e[0] - np.sum(E_g * overlap2[0, :])
relaxation = 0.5 * stiffness * shift ** 2
assert abs(mean_abs - E_zpl - relaxation) < 1e-8
assert abs(mean_abs - mean_em - 2 * S * phonon) < 1e-8

# Width of the smooth Poisson envelope against the large-S formula
def log_weight(n):
    return -S + n * np.log(S) - gammaln(n + 1)


top = minimize_scalar(lambda n: -log_weight(n), bounds=(1, 3 * S),
                      method="bounded").x


def half(n):
    return log_weight(n) - log_weight(top) + np.log(2)


fwhm = (brentq(half, top, 4 * S) - brentq(half, 0.0, top)) * phonon
fwhm_gauss = 2 * np.sqrt(2 * S * np.log(2)) * phonon
assert abs(fwhm / fwhm_gauss - 1) < 0.02   # finite-S correction

# Two coupled coordinates, diagonalized without using normal modes
# (dimensionless units with hbar = 1)
size = 24
low = np.diag(np.sqrt(np.arange(1.0, size)), 1)
pos = (low + low.T) / np.sqrt(2)
p_squared = -(low.T - low) @ (low.T - low) / 2
one = np.eye(size)
q1, q2 = np.kron(pos, one), np.kron(one, pos)
K = np.array([[1.0, 0.3], [0.3, 1.7]])
move = np.array([0.9, -0.8])
H_two = 0.5 * (np.kron(p_squared, one) + np.kron(one, p_squared)
               + K[0, 0] * q1 @ q1 + K[1, 1] * q2 @ q2
               + 2 * K[0, 1] * q1 @ q2)
force = K @ move
H_two_e = (H_two - force[0] * q1 - force[1] * q2
           + 0.5 * move @ force * np.eye(size ** 2))
start = np.linalg.eigh(H_two)[1][:, 0]
E_two, U_two = np.linalg.eigh(H_two_e)
weights_two = (U_two.T @ start) ** 2
squares, axes = np.linalg.eigh(K)
freqs = np.sqrt(squares)
S_modes = freqs * (axes.T @ move) ** 2 / 2
count_weights = []
for total in range(4):
    summed = 0.0
    for n1 in range(total + 1):
        target = n1 * freqs[0] + (total - n1) * freqs[1]
        k = np.argmin(np.abs(E_two - E_two[0] - target))
        assert abs(E_two[k] - E_two[0] - target) < 1e-4
        summed += weights_two[k]
    count_weights.append(summed)
# Tolerance covers truncation of the product basis
assert np.allclose(count_weights, poisson(range(4), S_modes.sum()), atol=1e-5)

# Temperature: thermal average over initial levels
kT = const.k * temperature / const.e
hot = np.arange(25)
population = np.exp(-hot * phonon / kT)
population /= population.sum()
n_bar = 1 / np.expm1(phonon / kT)
hot_line = np.sum(population * np.diag(overlap2)[:25])
gain = E_e[:, None] - E_g[None, :25]
hot_mean = np.sum(population * overlap2[:, :25] * gain)
hot_var = np.sum(population * overlap2[:, :25] * (gain - hot_mean) ** 2)
assert abs(hot_var / (S * (2 * n_bar + 1) * phonon ** 2) - 1) < 1e-6

# The same total S shared by many weakly displaced modes
modes = 20000
U_weak = solve(0.5 * stiffness * (x - shift / np.sqrt(modes)) ** 2)[1]
stay = np.sum(population * np.sum(U_weak[:, :25] * U_g[:, :25], axis=0) ** 2)
many_line = stay ** modes
many_formula = np.exp(-S * (2 * n_bar + 1))
assert abs(many_line / many_formula - 1) < 0.005   # finite number of modes

# Unequal frequencies
ratio = 0.9
U_soft = solve(0.5 * stiffness * ratio ** 2 * (x - shift) ** 2)[1]
soft_line = (U_soft[:, 0] @ ground) ** 2
soft_formula = (2 * np.sqrt(ratio) / (1 + ratio)
                * np.exp(-2 * ratio * S / (1 + ratio)))
assert abs(soft_line / soft_formula - 1) < 1e-6

# Dipole that changes by the fraction eta over the displacement
eta = 0.1
driven = (1 + eta * x / shift) * ground
dipole_line = (U_e[:, 0] @ driven) ** 2 / (driven @ driven)
dipole_formula = np.exp(-S) * (1 + eta / 2) ** 2 / (1 + eta ** 2 / (4 * S))
assert abs(dipole_line / dipole_formula - 1) < 1e-6

# Anharmonic excited well of Morse form with unchanged curvature at its minimum
morse = {}
for strength in (0.1, -0.1):
    a = strength / shift
    well = stiffness / (2 * a ** 2) * (1 - np.exp(-a * (x - shift))) ** 2
    morse[strength] = (solve(well)[1][:, 0] @ ground) ** 2

# Photon-energy factor in emission and additional Jahn-Teller relaxation
photon = E_zpl - levels * phonon
assert photon.min() > 0
photon_line = E_zpl ** 3 * emission[0] / np.sum(photon ** 3 * emission)
extra_relaxation = 0.10
extra_factor = np.exp(-extra_relaxation / phonon)

w0 = absorption[0]
print(f"Mg neighbours: {neighbours}; mass of each: {mg_mass_u:.1f} u")
print(f"oscillator mass: {neighbours * mg_mass_u:.1f} u")
print(f"radial shift per neighbour: {shift:.4f} nm")
print(f"phonon energy: {phonon:.3f} eV")
print(f"zero-phonon energy: {E_zpl:.3f} eV")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"oscillator length sqrt(hbar/(M omega)): {length:.5f} nm")
print(f"Huang-Rhys factor S: {S:.3f}")
print(f"relaxation energy: {relaxation:.4f} eV")
print(f"mean absorption energy: {mean_abs:.3f} eV")
print(f"mean emission energy: {mean_em:.3f} eV")
print(f"difference of the means: {mean_abs - mean_em:.3f} eV")
print(f"mean phonon number, grid: {mean_n:.3f}")
print(f"phonon number variance, grid: {var_n:.3f}")
print(f"most probable phonon number: {np.argmax(absorption)}")
print(f"full width at half maximum, envelope: {fwhm:.3f} eV")
print(f"full width at half maximum, large-S formula: {fwhm_gauss:.3f} eV")
print(f"zero-phonon fraction, grid: {w0:.4e}")
print(f"zero-phonon fraction, exp(-S): {np.exp(-S):.4e}")
print(f"transitions per zero-phonon transition: {1 / w0:.3e}")
for n in (1, 5, 10, 15, 20, 25):
    print(f"weight n={n}: grid {absorption[n]:.4e}, "
          f"Poisson {poisson(n, S):.4e}")
for trial in (0.003, 0.006, 0.0108, 0.0132):
    S_trial = mass * omega * (trial * 1e-9) ** 2 / (2 * const.hbar)
    print(f"shift {trial:.4f} nm: S {S_trial:.3f}, "
          f"exp(-S) {np.exp(-S_trial):.3e}")
print(f"two-mode test: S1 {S_modes[0]:.4f}, S2 {S_modes[1]:.4f}")
print(f"two-mode frequencies: {freqs[0]:.4f}, {freqs[1]:.4f} (model units)")
for n in range(4):
    print(f"two-mode total n={n}: diagonalized {count_weights[n]:.5f}, "
          f"Poisson {poisson(n, S_modes.sum()):.5f}")
print(f"temperature of use: {temperature:.0f} K")
print(f"thermal phonon number: {n_bar:.4f}")
print(f"thermal width / zero-temperature width (rms): "
      f"{np.sqrt(hot_var / (S * phonon ** 2)):.3f}")
print(f"line at E_zpl, one mode, hot: {hot_line:.3e}, "
      f"ratio to cold {hot_line / w0:.1f}")
print(f"zero-phonon fraction, many modes, hot: {many_formula:.3e}, "
      f"ratio to cold {many_formula / w0:.4f}")
print(f"emission fraction with cubed photon energy: {photon_line:.3e}, "
      f"ratio {photon_line / w0:.3f}")
print(f"excited/ground frequency {ratio:.2f}: fraction {soft_line:.3e}, "
      f"ratio {soft_line / w0:.3f}")
print(f"dipole change {eta:.2f} over the shift: fraction {dipole_line:.3e}, "
      f"ratio {dipole_line / w0:.3f}")
for strength, value in morse.items():
    print(f"Morse parameter times shift {strength:+.2f}: "
          f"fraction {value:.3e}, ratio {value / w0:.3f}")
print(f"extra Jahn-Teller relaxation {extra_relaxation:.2f} eV: "
      f"extra S {extra_relaxation / phonon:.3f}, factor {extra_factor:.3f}")
print("every check passed")
```

Output:

```
Mg neighbours: 6; mass of each: 24.3 u
oscillator mass: 145.8 u
radial shift per neighbour: 0.0120 nm
phonon energy: 0.060 eV
zero-phonon energy: 4.000 eV
angular frequency: 9.1156e+13 rad/s
oscillator length sqrt(hbar/(M omega)): 0.00219 nm
Huang-Rhys factor S: 15.068
relaxation energy: 0.9041 eV
mean absorption energy: 4.904 eV
mean emission energy: 3.096 eV
difference of the means: 1.808 eV
mean phonon number, grid: 15.068
phonon number variance, grid: 15.068
most probable phonon number: 15
full width at half maximum, envelope: 0.548 eV
full width at half maximum, large-S formula: 0.548 eV
zero-phonon fraction, grid: 2.8586e-07
zero-phonon fraction, exp(-S): 2.8586e-07
transitions per zero-phonon transition: 3.498e+06
weight n=1: grid 4.3073e-06, Poisson 4.3073e-06
weight n=5: grid 1.8502e-03, Poisson 1.8502e-03
weight n=10: grid 4.7520e-02, Poisson 4.7520e-02
weight n=15: grid 1.0242e-01, Poisson 1.0242e-01
weight n=20: grid 4.2757e-02, Poisson 4.2757e-02
weight n=25: grid 5.2086e-03, Poisson 5.2086e-03
shift 0.0030 nm: S 0.942, exp(-S) 3.900e-01
shift 0.0060 nm: S 3.767, exp(-S) 2.312e-02
shift 0.0108 nm: S 12.205, exp(-S) 5.006e-06
shift 0.0132 nm: S 18.232, exp(-S) 1.208e-08
two-mode test: S1 0.5931, S2 0.1291
two-mode frequencies: 0.9429, 1.3457 (model units)
two-mode total n=0: diagonalized 0.48566, Poisson 0.48566
two-mode total n=1: diagonalized 0.35077, Poisson 0.35077
two-mode total n=2: diagonalized 0.12667, Poisson 0.12667
two-mode total n=3: diagonalized 0.03049, Poisson 0.03049
temperature of use: 300 K
thermal phonon number: 0.1089
thermal width / zero-temperature width (rms): 1.104
line at E_zpl, one mode, hot: 4.732e-05, ratio to cold 165.5
zero-phonon fraction, many modes, hot: 1.075e-08, ratio to cold 0.0376
emission fraction with cubed photon energy: 6.063e-07, ratio 2.121
excited/ground frequency 0.90: fraction 6.309e-07, ratio 2.207
dipole change 0.10 over the shift: fraction 3.151e-07, ratio 1.102
Morse parameter times shift +0.10: fraction 2.342e-07, ratio 0.819
Morse parameter times shift -0.10: fraction 3.498e-07, ratio 1.224
extra Jahn-Teller relaxation 0.10 eV: extra S 1.667, factor 0.189
every check passed
```
